\section*{Reflectionless Dimers in a One-Dimensional Random Alloy}

\section*{Problem}

Electrons move along a single file of atoms. The amplitude $c_n$ on atom $n$ obeys
\begin{equation}
E c_n=\varepsilon_n c_n-t\,(c_{n+1}+c_{n-1}),\qquad t>0. \label{site}
\end{equation}
Host atoms have the level $\varepsilon_a$. Impurity atoms have the level $\varepsilon_b=\varepsilon_a+\Delta$, with $\Delta\neq0$, and occur only as neighbouring pairs, called dimers. The hopping $t$ is the same on every bond. The dimers are placed at random, and two of them may touch. The line is joined at both ends to endless host chains. Electrons are independent, and the atoms are at rest.

\begin{enumerate}
\item For which $\Delta$ can an electron of energy $\varepsilon_b$ travel in the host? What does a dimer do to it?
\item Find the reflection of one dimer at any energy in the band. What happens when $|\Delta|$ reaches or exceeds $2t$?
\item Find the transmission of the whole random line at $E=\varepsilon_b$, and compare it with that of isolated impurities.
\item How wide is the energy window of good transmission, and which electron filling puts the Fermi level in it?
\item Put in numbers for a line of 200 atoms, and size what the model neglects.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write (\ref{site}) on an impurity atom at $E=\varepsilon_b$. One term disappears.
\item Continue the host wave on each side one atom into the dimer, as if that atom were a host atom, and subtract the true equation.
\item Express $(c_{n+1},c_n)$ through $(c_n,c_{n-1})$ and multiply the matrices along the line.
\item Close to the special energy each dimer reflects weakly. Add the reflected amplitudes with their phases, then average over the gaps. For the filling, count sign changes of a real solution.
\end{enumerate}

\section*{Solution}

\subsection*{1. A dimer at its own energy}

In the host, $c_n=e^{ikn}$ turns (\ref{site}) into
\begin{equation}
E=\varepsilon_a-2t\cos k,\qquad 0<k<\pi. \label{band}
\end{equation}
The velocity is proportional to $dE/dk=2t\sin k>0$, so $e^{ikn}$ moves to the right. Setting $E=\varepsilon_b$ gives $\cos k=-\Delta/2t$. This has a solution with non-zero velocity if and only if $|\Delta|<2t$.

On an impurity atom at $E=\varepsilon_b$ the terms $Ec_n$ and $\varepsilon_nc_n$ cancel, leaving
\begin{equation}
c_{n+1}=-c_{n-1}. \label{flip}
\end{equation}
Let the dimer occupy atoms 0 and 1. Then $c_1=-c_{-1}$ and $c_2=-c_0$: the pair of amplitudes beyond the dimer is minus the pair before it. An incoming $e^{ikn}$ therefore leaves as a purely right-moving wave $\tau e^{ikn}$. From $\tau e^{ik}=-e^{-ik}$ we get $\tau=-e^{-2ik}$, so $|\tau|=1$ and nothing is reflected. The dimer advances the phase by $\pi$, where two host atoms would have advanced it by $2k$. A single impurity atom gives (\ref{flip}) once, which does not return the pair to a multiple of itself.

\subsection*{2. Reflection at any energy}

Write
\[
c_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad c_n=\tau e^{ikn}\ (n\ge1).
\]
These forms reach atoms 0 and 1 because the host equations on atoms $-1$ and 2 involve those amplitudes. Let $L_1=e^{ik}+re^{-ik}$ be the left wave continued to atom 1, and $R_0=\tau$ the right wave continued to atom 0. On atom 0 the continued wave and the true amplitudes obey
\begin{align*}
(E-\varepsilon_a)c_0&=-t(L_1+c_{-1}),\\
(E-\varepsilon_b)c_0&=-t(c_1+c_{-1}).
\end{align*}
Subtracting the second from the first gives $\Delta c_0=-t(L_1-c_1)$. With $\delta=\Delta/t$, and the same argument on atom 1,
\begin{equation}
L_1=c_1-\delta c_0,\qquad R_0=c_0-\delta c_1. \label{cont}
\end{equation}
Since $c_1=\tau e^{ik}$ and $R_0=\tau$, the second relation gives $c_0=\tau(1+\delta e^{ik})$. Also $c_0=1+r$, so
\[
L_1=e^{ik}(1+r)-r(e^{ik}-e^{-ik})=e^{ik}c_0-2ir\sin k .
\]
Solve this for $r$ and insert (\ref{cont}):
\begin{align}
2ir\sin k&=e^{ik}c_0-L_1=(e^{ik}+\delta)c_0-\tau e^{ik}\nonumber\\
&=\tau\left[(e^{ik}+\delta)(1+\delta e^{ik})-e^{ik}\right]\nonumber\\
&=\tau\left[\delta+\delta e^{2ik}+\delta^2e^{ik}\right]
=\tau\delta e^{ik}(2\cos k+\delta). \label{ramp}
\end{align}
Both leads have the same velocity, so $R=|r|^2$, $T=|\tau|^2$ and $R+T=1$. By (\ref{band}), $2\cos k+\delta=(\varepsilon_b-E)/t$ and $4\sin^2k=4-(E-\varepsilon_a)^2/t^2$. Hence
\begin{equation}
\frac RT=\frac{\Delta^2(E-\varepsilon_b)^2}{t^2\left[4t^2-(E-\varepsilon_a)^2\right]}. \label{RT}
\end{equation}
Inside the band this can vanish only at $E=\varepsilon_b$, and it does so when $|\Delta|<2t$.

\paragraph{At and above the limit.} Let $x=(E-\varepsilon_a)/t$, so that $R/T=\delta^2F$ with $F=(x-\delta)^2/(4-x^2)$. Then
\[
\frac{dF}{dx}=\frac{2(x-\delta)\left[(4-x^2)+x(x-\delta)\right]}{(4-x^2)^2}
=\frac{2(x-\delta)(4-\delta x)}{(4-x^2)^2}.
\]
For $|\delta|>2$ the root $x=\delta$ is outside the band and $x=4/\delta$ is inside. As $F$ diverges at both edges, this is its minimum:
\[
F_{\min}=\frac{(4/\delta-\delta)^2}{4-16/\delta^2}=\frac{\delta^2-4}{4},\qquad
\frac1{T_{\max}}=1+\frac{\delta^2(\delta^2-4)}4=\frac{(\delta^2-2)^2}{4}.
\]
For $t=1$ eV and $\Delta=2.5$ eV this gives $T_{\max}=4/4.25^2=0.2215$, and a scan of the band finds the same value.

For $\delta=2$ put $x=2-y$. Then $R/T=4y/(4-y)$, which tends to zero at the band edge. At 0.010 eV below the edge the computed ratio is 0.010025, and at 0.001 eV it is 0.001000. Reflection disappears here as a limit, at a point where the velocity is zero too, so the strict inequality is needed for a travelling electron.

\subsection*{3. The whole random line}

Equation (\ref{site}) can be written as
\[
\begin{pmatrix}c_{n+1}\\c_n\end{pmatrix}=M_n\begin{pmatrix}c_n\\c_{n-1}\end{pmatrix},\qquad
M_n=\begin{pmatrix}(\varepsilon_n-E)/t&-1\\1&0\end{pmatrix}.
\]
At $E=\varepsilon_b$ an impurity atom has upper-left element zero, and
\[
M_b^2=\begin{pmatrix}0&-1\\1&0\end{pmatrix}^2=-\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\]
Minus the unit matrix commutes with everything. For $N_d$ dimers and $N_a$ host atoms in any order, the product is therefore
\begin{equation}
M=(-1)^{N_d}M_a^{N_a}, \label{product}
\end{equation}
which is a clean host chain of $N_a$ atoms apart from a sign. If $|\Delta|<2t$, then $T=1$ for every arrangement. By (\ref{flip}) the modulus $|c_n|$ is the same on all atoms, so the state is extended although the line is disordered.

Now take one isolated impurity on atom 0. Then $c_0=\tau$ and $L_1=\tau e^{ik}-\delta\tau$, so $2ir\sin k=e^{ik}c_0-L_1=\delta\tau$. At $E=\varepsilon_b$, where $4\sin^2k=4-\delta^2$,
\begin{equation}
\left(\frac RT\right)_{\rm isolated}=\frac{\delta^2}{4\sin^2k}=\frac{\Delta^2}{4t^2-\Delta^2}. \label{single}
\end{equation}
This is not zero. The transparency comes from the pairing.

\subsection*{4. Window and filling}

Let $e=E-\varepsilon_b$ be small. To leading order (\ref{RT}) gives each dimer the reflection
\[
\rho=\frac{\Delta^2e^2}{t^2(4t^2-\Delta^2)}.
\]
A wave crossing a dimer twice gains the phase $2\pi$, which has no effect. Dimer $j$ thus contributes a reflected amplitude with phase $2km_j$, where $m_j$ is the number of host atoms before it. While the total reflection is small, $-\ln T\approx\rho\,|\sum_je^{2ikm_j}|^2$.

Build the line from successive units, each a dimer with probability $c$ and otherwise a host atom. The gap $g$ between neighbouring dimers has probability $c(1-c)^g$, so
\[
q=\langle e^{2ikg}\rangle=\frac{c}{1-(1-c)e^{2ik}},\qquad
\frac q{1-q}=\frac{c}{(1-c)(1-e^{2ik})}.
\]
Two dimers $s$ places apart in the order contribute $q^s+(q^*)^s$. Neglecting the ends of the line, the average per dimer is $\rho$ times
\[
1+2\,{\rm Re}\sum_{s\ge1}q^s=1+2\,{\rm Re}\frac q{1-q}=1+\frac c{1-c}=\frac1{1-c},
\]
because ${\rm Re}\,[1/(1-e^{i\theta})]=(1-\cos\theta)/(2-2\cos\theta)=\tfrac12$. Hence
\begin{equation}
-\frac{\langle\ln T\rangle}{N_d}\approx\frac{\Delta^2e^2}{t^2(4t^2-\Delta^2)(1-c)}. \label{law}
\end{equation}
For long lines, join weakly reflecting sections. Two sections give $T=T_1T_2/|1-ze^{i\theta}|^2$ with $z=\sqrt{R_1R_2}<1$. If $\theta$ is uniformly distributed, the logarithm of the denominator averages to zero and the rates add. That uniformity is an assumption, so (\ref{law}) was tested on long random products with $c=0.50$, $t=1$ eV and $\Delta=0.8$ eV, averaging over both signs of $e$. The measured rates were 0.000938 at $|e|=0.05$ eV and 0.003817 at 0.10 eV. The law gives 0.000952 and 0.003810. The average over signs removes a correction odd in $e$: at 0.10 eV the rate is about 15\% below the law for $e<0$ and 14\% above it for $e>0$. The range of $e$ in which the law holds is much narrower for $c$ near 1 or $|\Delta|$ near $2t$: for $c=0.9$ and $|e|=0.10$ eV the two rates are 0.3 and 0.8 of the law, and for $\Delta=1.9$ eV, $c=0.50$ and $|e|=0.05$ eV they are 0.4 and about 7 times the law. At fixed $c$ and fixed total loss, the window narrows as $N_d^{-1/2}$.

The number of states below $E$ equals the number of sign changes along a real solution, since for $t>0$ the lowest state has none. At $\varepsilon_b$ the host part contributes $k/\pi$ per atom on average. Through a dimer the amplitudes run $c_{-1},c_0,-c_{-1},-c_0$. Of the last two steps, exactly one changes sign, whatever the signs of $c_{-1}$ and $c_0$. With two electrons per state and $N=N_a+2N_d$ atoms, the Fermi level sits at $\varepsilon_b$ when the number of electrons per atom is
\begin{equation}
\nu=\frac2N\left(\frac{N_ak}{\pi}+N_d\right). \label{fill}
\end{equation}

\subsection*{5. Numbers for a 50 nm line}

Take $t=1$ eV, $\Delta=0.8$ eV, and 200 atoms at a spacing of 0.25 nm, with 10 dimers and 180 host atoms. Energies are measured from $\varepsilon_a$. Typical transmission means $\exp\langle\ln T\rangle$ over random arrangements.

At $E=0.8$ eV, $\cos k=-0.4$ and $k=1.9823$. All 4000 random lines gave $T=1$ with no difference in double precision. This is less surprising than it looks: the arithmetic reproduces $M_b^2=-1$ without rounding, so every line reduces to the same product of host matrices and gives the same number. That this number rounds to exactly 1 is an accident of the last digit. A separate solution of the full linear equations for one line gave $|c_n|$ uniform to a relative spread of $7\times10^{-15}$.

Away from resonance the disorder acts. At 0.4 eV one dimer reflects 0.026 and the line has typical $T=0.76$. At 1.2 eV the figures are 0.038 and about 0.66, the latter with a sampling scatter of 0.01. The upper side is worse at equal offset because the bracket in (\ref{RT}) is smaller there.

For isolated impurities (\ref{single}) gives $R/T=0.64/3.36=0.1905$. Twenty of them, the same number of impurity atoms, give typical $T=0.020$ at 0.8 eV. Uniform random phases would give $1.1905^{-20}=0.031$, so the phases between these impurities are not uniform. The two-terminal resistance $h/(2e^2T)$ is 12.9 k$\Omega$ for the dimer line and about 640 k$\Omega$ for the typical control line.

Here $c=10/190=0.0526$. By (\ref{law}), a mean $-\ln T$ of 0.1 is reached at
\[
|e|=\sqrt{\frac{0.1\times0.9474}{10\times0.1905}}\ {\rm eV}=0.223\ {\rm eV}.
\]
Direct averaging over the two ends of this window gives 0.102; the ends differ, with about 0.09 below the resonance and 0.11 above it. With the Fermi level at $\varepsilon_b$, the thermal average of $e^2$ is $\pi^2(k_BT_0)^2/3$; at $T_0=300$ K, $k_BT_0=0.02585$ eV, and (\ref{law}) predicts a loss of 0.00442. The computed loss is 0.00435.

Filling matters more. Equation (\ref{fill}) gives
\[
\nu=\frac{2}{200}\left(\frac{180\times1.9823}{\pi}+10\right)=1.236,
\]
and counting the states of a line twenty times longer, with the same composition, also gives 1.236. This is the filling of the line itself; the endless host leads, which fix the Fermi level, must hold $2k/\pi=1.262$ electrons per atom. A long isolated line of this composition with one electron per atom has its Fermi level near 0.085 eV (samples differ by about 0.001 eV), far below the resonance, and typical $T$ there is 0.46. Host leads with one electron per atom put the Fermi level at 0 eV instead, where typical $T$ is 0.36.

\paragraph{Beside a real copper line.} The hopping and spacing are round values in the rough range for copper $s$ electrons; $\Delta$ is a free choice. Random substitution at an impurity content of 10\% does not put all impurities in pairs. Copper supplies about one $s$ electron per atom, which for the $\Delta$ chosen here misses the resonance, as just found; the loss this causes depends on $\Delta$. Phonons scatter the electrons too. Borrow the rough mean free path of 40 nm of bulk copper at room temperature. If every collision reverses the electron, $T=1$ falls to about $40/(40+50)=0.44$; if half of the collisions leave it moving forward, to about $80/(80+50)=0.62$. The 40 nm is deduced from the resistivity and so is a transport path, which matches the second case; the first corresponds to a transport path of 20 nm. A real wire is also not one-dimensional. If a neighbouring chain with amplitudes $d_n$ is coupled by hopping $t_\perp$, (\ref{flip}) becomes $c_{n+1}=-c_{n-1}-(t_\perp/t)d_n$, and the sign reversal is lost. For two such lines with independent dimers and a coupling as strong as the hopping along the line, $t_\perp=1$ eV, the mean transmission per channel at 0.8 eV, over 40 pairs of lines, is 0.23, with a sampling error of 0.02. The loss depends strongly on the coupling: the mean is about 0.90 at $t_\perp=0.3$ eV and 0.99 at 0.1 eV, and with $t_\perp=0$ it returns to 1. The result is therefore no recipe for a resistance-free alloy. Interactions between electrons are left out throughout.

\section*{Variation 1: a different bond inside the dimer}

Let the hopping between the two dimer atoms be $t'=st$. Repeating the subtraction gives $L_1=sc_1-\delta c_0$ and $R_0=sc_0-\delta c_1$, hence $c_0=(\tau/s)(1+\delta e^{ik})$ and
\begin{align*}
2ir\sin k&=(e^{ik}+\delta)c_0-s\tau e^{ik}\\
&=\frac{\tau}{s}e^{ik}\left(1+\delta^2+2\delta\cos k-s^2\right).
\end{align*}
The bracket vanishes for $-2\cos k=(1+\delta^2-s^2)/\delta$, that is, at
\[
E=\varepsilon_b+\frac{t^2-t'^2}{\Delta}.
\]
The resonance moves but survives, provided this energy lies inside the band. For $t'=1.10$ eV the shift is $(1-1.21)/0.8=-0.2625$ eV. At the shifted energy all 4000 lines again transmit fully, to within $10^{-9}$. At the old energy typical $T$ falls to 0.89.

\section*{Variation 2: unequal levels inside the dimer}

Let the two atoms have level differences $\delta_1t$ and $\delta_2t$ from the host, with equal hopping throughout. Then $c_0=\tau(1+\delta_2e^{ik})$ and
\begin{align*}
2ir\sin k&=\tau\left[(e^{ik}+\delta_1)(1+\delta_2e^{ik})-e^{ik}\right]\\
&=\tau e^{ik}\left[\delta_1e^{-ik}+\delta_2e^{ik}+\delta_1\delta_2\right].
\end{align*}
The last bracket has real part $(\delta_1+\delta_2)\cos k+\delta_1\delta_2$ and imaginary part $(\delta_2-\delta_1)\sin k$. Therefore
\[
\frac RT=\frac{[(\delta_1+\delta_2)\cos k+\delta_1\delta_2]^2}{4\sin^2k}+\frac{(\delta_2-\delta_1)^2}{4}
\ge\left(\frac{\eta}{2t}\right)^2,
\]
where $\eta$ is the difference between the two levels in eV. No energy is free of reflection. For $\eta=0.10$ eV, centred on 0.8 eV, the floor is 0.0025, and a scan of the band finds 0.002500. Ten such dimers, all oriented alike, leave typical $T=0.974$ at 0.8 eV. With equal hopping on every bond, a dimer without reflection thus needs equal levels, while a small inequality costs this short line little. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
hopping t: 1.00 eV
level difference Delta: 0.80 eV
atom spacing: 0.25 nm
line: 200 atoms, 50 nm
dimers: 10, host atoms: 180
dimer share of units c: 0.0526
k at dimer level: 1.9823 rad per site
E=0.4 eV: one-dimer R=0.02597, line typical T=0.7629
E=0.8 eV: one-dimer R=0.00000, line typical T=1.0000
E=1.2 eV: one-dimer R=0.03846, line typical T=0.6654
random lines tested at dimer level: 4000
largest |1-T| among them: 0.0e+00
relative spread of |c_n|, one line: 7.3e-15
Delta=2.5 eV: greatest one-dimer T=0.2215
Delta=2t, 0.010 eV below edge: R/T=0.010025
Delta=2t, 0.001 eV below edge: R/T=0.001000
isolated impurity R/T at dimer level: 0.1905
20 isolated impurities, typical T: 0.0201
resistance at T=1: 12.906 kohm
resistance at isolated typical T: 642.0 kohm
long-product test, dimer share c: 0.50
offset 0.05 eV: -<ln T>/dimer 0.000938, law 0.000952
offset 0.10 eV: -<ln T>/dimer 0.003817, law 0.003810
half-window for mean -ln T=0.1: 0.2230 eV
mean -ln T found at its two ends: 0.1021
filling for resonance: 1.2358 electrons/atom
filling by counting states: 1.2360 electrons/atom
Fermi level, 1 electron/atom: 0.0851 eV above host level
typical T at that Fermi level: 0.4558
temperature: 300 K, kT: 0.02585 eV
thermal loss 1-T: 0.00435, law 0.00442
inner hopping t': 1.10 eV
resonance shift from t': -0.2625 eV
typical T at old resonance with t': 0.8918
level difference inside dimer: 0.10 eV
floor of R/T: scan 0.002500, formula 0.002500
typical line T with unequal levels: 0.9737
rough copper phonon mean free path: 40 nm
length / mean free path: 1.25
phonon-limited T estimate: 0.444
coupling to second chain: 1.00 eV
mean T per channel, coupled chains: 0.2280
\end{verbatim}
